# Electronic substitution energy of an impurity in a half-filled chain

## The question

An infinite chain of identical sites has one orbital per site and nearest-neighbour hopping $-t$, with $t>0$. The host site energy is zero. Site 0 is replaced by an impurity that differs from the host in its on-site energy alone. To connect the two systems, let this energy be a variable $\lambda$ that runs from 0 to its final value $\Delta$. For each spin the Hamiltonian is

$$H(\lambda)=-t\sum_j\big(|j\rangle\langle j+1|+|j+1\rangle\langle j|\big)+\lambda\,|0\rangle\langle 0| .$$

The chain is half filled at zero temperature. The host band, $\varepsilon_k=-2t\cos k$, is symmetric about zero, so the Fermi level is $\mu=0$, and it stays there when the impurity is introduced. The electronic substitution energy $E_{\rm sub}(\Delta)$ is the resulting change in the sum of occupied one-electron energies, both spins included.

Hartree atomic units are used. The numerical case is $t=0.1$ and $\Delta=-0.15$ hartree. These are round model parameters and represent no particular material.

## (a) From occupation to energy

**Express $E_{\rm sub}$ through the occupation $N(\lambda)$ of site 0, both spins counted.**

**Answer.** Consider first a large finite chain, with normalised eigenstates $|n\rangle$ and levels $\varepsilon_n$. Differentiating $\varepsilon_n=\langle n|H|n\rangle$ gives

$$\frac{d\varepsilon_n}{d\lambda}=\langle n|\frac{\partial H}{\partial\lambda}|n\rangle+\varepsilon_n\frac{d}{d\lambda}\langle n|n\rangle=|\langle 0|n\rangle|^2 ,$$

because the norm is constant. This is the Hellmann–Feynman theorem. Summing over occupied levels and two spins gives

$$\frac{dE}{d\lambda}=2\sum_{\varepsilon_n<0}|\langle0|n\rangle|^2=N(\lambda),\qquad E_{\rm sub}(\Delta)=\int_0^\Delta N(\lambda)\,d\lambda .$$

A level that crosses $\mu=0$ changes its occupation when its energy is zero, so $E$ remains continuous and the integral remains valid. The total energy of an infinite chain diverges, but $N(\lambda)$ is finite, and the integral gives the energy difference directly.

## (b) The site occupation

**Find $N(\lambda)$ for the infinite chain.**

**Answer.** Let $G(z)=\langle0|(z-H)^{-1}|0\rangle$. A level at $\varepsilon\neq0$ with unit weight on site 0 contributes

$$\int_0^\infty {\rm Re}\,\frac{1}{iy-\varepsilon}\,dy=-\int_0^\infty\frac{\varepsilon\,dy}{y^2+\varepsilon^2}=-\frac{\pi}{2}\,{\rm sgn}\,\varepsilon .$$

Hence $\frac12+\frac1\pi\int_0^\infty{\rm Re}\,G(iy)\,dy$ equals 1 for a level below zero and 0 for one above. Weighting all levels by $|\langle0|n\rangle|^2$, whose sum is 1, and counting two spins gives

$$N=1+\frac2\pi\int_0^\infty{\rm Re}\,G(iy)\,dy .$$

For the host, momenta $k$ and $k+\pi$ have opposite energies. Averaging each pair,

$$G_0(iy)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{1}{iy+2t\cos k}=-iy\int_{-\pi/2}^{\pi/2}\frac{dk}{\pi}\frac{1}{y^2+4t^2\cos^2k}.$$

With $v=\tan k$, the last integral becomes

$$\frac1\pi\int_{-\infty}^{\infty}\frac{dv}{y^2(1+v^2)+4t^2}=\frac{1}{y\sqrt{y^2+4t^2}} .$$

Therefore $G_0(iy)=-i/s=1/(is)$, where $s=\sqrt{y^2+4t^2}$.

The impurity acts on one site, so the Dyson equation is scalar, $G=G_0+G_0\lambda G$. Its solution is

$$G(iy)=\frac{1}{1/G_0-\lambda}=\frac{1}{is-\lambda}=\frac{-is-\lambda}{s^2+\lambda^2}.$$

Taking the real part and integrating,

$$N(\lambda)=1-\frac{2\lambda}{\pi}\int_0^\infty\frac{dy}{y^2+4t^2+\lambda^2}=1-\frac{\lambda}{\sqrt{\lambda^2+4t^2}} .$$

An attractive shift, $\lambda<0$, raises the occupation above one. The limits are 2 for $\lambda\to-\infty$ and 0 for $\lambda\to+\infty$.

## (c) The substitution energy

**Integrate the occupation, evaluate the numerical case, and examine the limits. What goes wrong if the occupation is held at its initial or final value?**

**Answer.** Since $\lambda/\sqrt{\lambda^2+4t^2}$ is the derivative of $\sqrt{\lambda^2+4t^2}$,

$$E_{\rm sub}(\Delta)=\Delta-\Big[\sqrt{\lambda^2+4t^2}\Big]_0^\Delta=\Delta+2t-\sqrt{\Delta^2+4t^2}.$$

Here $\sqrt{0.0225+0.0400}=0.25$, so

$$E_{\rm sub}=-0.15+0.20-0.25=-0.20\ \text{hartree}=-5.44\ \text{eV}.$$

The integral can also be estimated by hand. At $\lambda=0,-0.05,-0.10,-0.15$ hartree the occupations are 1.0000, 1.2425, 1.4472 and 1.6000. Simpson's three-eighths rule with step $-0.05$ gives

$$-\tfrac38(0.05)\,[1+3(1.2425)+3(1.4472)+1.6]=-0.2000\ \text{hartree}.$$

Holding the occupation fixed gives $\Delta N(0)=-0.15$ or $\Delta N(\Delta)=-0.24$ hartree. These enclose the answer because

$$\frac{dN}{d\lambda}=-\frac{4t^2}{(\lambda^2+4t^2)^{3/2}}<0 .$$

The occupation rises steadily along the path to negative $\Delta$, so its mean lies between the end values. Averaging the two estimates gives $-0.195$ hartree, still 2.5% too small in magnitude, since $N$ is not linear in $\lambda$.

*Weak shift.* For $|\Delta|\ll2t$, expanding the root gives

$$E_{\rm sub}\simeq\Delta-\frac{\Delta^2}{4t}.$$

The first term is the energy of the unperturbed charge in the new potential; the second is the gain from charge rearrangement. For the present case the sum is $-0.206$ hartree, about 3% too large in magnitude, although $|\Delta|/2t=0.75$ is not small.

*Opposite shifts.* The formula gives $E_{\rm sub}(\Delta)-E_{\rm sub}(-\Delta)=2\Delta$. Changing the sign of every second orbital reverses the hopping, so it turns $H(\lambda)$ into $-H(-\lambda)$ and exchanges occupied and empty levels; thus $N(-\lambda)=2-N(\lambda)$. For $\Delta=+0.15$ hartree the energy is $+0.10$ hartree, and $-0.20-0.10=-0.30$ hartree as required.

*Strong shift.* For $\Delta\to+\infty$ the root tends to $\Delta$, and $E_{\rm sub}\to2t=0.20$ hartree. The site is then empty and cut off, so this is the band energy lost by removing it. For $\Delta\to-\infty$, $E_{\rm sub}\to2\Delta+2t$: two electrons sit on the isolated impurity, and the chain has paid the same cutting energy.

## (d) The bound level

**For $\Delta<0$, find the level below the band and its weight on site 0. Must its energy be added to the result of (c)?**

**Answer.** Try $\psi_j=Ae^{-\kappa|j|}$ with $\kappa>0$. The equations away from the impurity and on it are

$$E_b=-t(e^\kappa+e^{-\kappa}),\qquad E_b=\Delta-2te^{-\kappa}.$$

Subtracting them gives $2t\sinh\kappa=-\Delta$, which has a solution for every $\Delta<0$. Hence

$$E_b=-2t\cosh\kappa=-\sqrt{\Delta^2+4t^2}=-0.25\ \text{hartree},$$

compared with the band bottom at $-0.20$ hartree. Normalisation requires

$$1=A^2\Big(1+2\sum_{j=1}^{\infty}e^{-2\kappa j}\Big)=A^2\coth\kappa ,$$

so the weight on site 0 is

$$w=A^2=\tanh\kappa=\frac{|\Delta|}{\sqrt{\Delta^2+4t^2}}=\frac{0.15}{0.25}=0.60 .$$

From (b), the occupation per spin is $N/2=(1+w)/2=0.80$. The bound level supplies 0.60, leaving $(1-w)/2=0.20$ for the occupied band. Without the impurity the band supplied 0.50, so the bound level takes part of its weight from occupied band states.

Nothing is to be added, because $N(\lambda)$ already includes the bound level. Nor does that level account for the whole energy. In a large ring the lowest level starts at $-2t$ and ends at $E_b$, contributing $2(-0.25+0.20)=-0.10$ hartree. The other $-0.10$ hartree comes from small shifts of the remaining occupied levels. The two shares are equal for this $\Delta$, not in general.

## (e) Rings with a fixed number of electrons

**Direct diagonalisation uses a ring of $L$ sites with $L$ electrons. For $L=4m+2$, show that fixing the electron number is equivalent to fixing $\mu=0$, and find the leading size error of $E_{\rm sub}$. What changes for $L=4m$?**

**Answer.** For $L=4m+2$ the momentum $\pi/2$ is not allowed, so the host has no zero level. Its levels occur in pairs $\pm\varepsilon$, so the ring Green function satisfies $G_0^{\rm ring}(0)=0$. A zero-energy state of the impurity ring would obey

$$\psi_0=\lambda G_0^{\rm ring}(0)\psi_0=0 .$$

With $\psi_0=0$ it would be a zero-energy state of the host, and there is none. No level can therefore cross zero. There are always $L/2$ levels per spin below it, and the two conditions agree.

*Green function of the ring.* On the infinite chain, the Green function between site 0 and site $j$ is $G_0x^{|j|}$ with $|x|<1$. Away from the source it satisfies $iy=-t(x+1/x)$. Setting $y=2t\sinh\kappa$, where $\kappa$ now labels the imaginary energy, gives $x=ie^{-\kappa}$ and $s=2t\cosh\kappa$. Periodicity adds the images at $j=\pm L,\pm2L,\dots$:

$$G_0^{\rm ring}=G_0F,\qquad F=1+2\sum_{p=1}^\infty x^{pL}=\frac{1+x^L}{1-x^L}.$$

For $L=4m+2$, $x^L=-e^{-\kappa L}$ and $F=\tanh(\kappa L/2)$.

*Energy of the ring.* In (b), $s$ is replaced by $s/F$. Integrating the resulting occupation over $\lambda$ gives

$$E_L=\Delta-\frac1\pi\int_0^\infty\ln\!\Big(1+\frac{\Delta^2F^2}{s^2}\Big)dy .$$

The infinite chain has $F=1$, so the size error $\delta E=E_L-E_{\rm sub}$ is

$$\delta E=\frac1\pi\int_0^\infty\ln\frac{1+\Delta^2/s^2}{1+\Delta^2F^2/s^2}\,dy .$$

The integrand is appreciable only for $\kappa\sim1/L$. There $s\simeq2t$ and $dy\simeq2t\,d\kappa$, with relative corrections of order $\kappa^2\sim1/L^2$. With $u=\kappa L/2$ and $a=|\Delta|/2t$,

$$\delta E\simeq\frac{4t}{\pi L}I(a),\qquad I(a)=\int_0^\infty\ln\frac{1+a^2}{1+a^2\tanh^2u}\,du .$$

Differentiate with respect to $a$ and set $q=\tanh u$, $dq=(1-q^2)du$:

$$I'(a)=\int_0^\infty\frac{2a(1-\tanh^2u)\,du}{(1+a^2)(1+a^2\tanh^2u)}=\frac{2a}{1+a^2}\int_0^1\frac{dq}{1+a^2q^2}=\frac{2\arctan a}{1+a^2}.$$

Since $I(0)=0$, $I=\arctan^2a$. Writing $\eta=\arctan a$,

$$\delta E\simeq+\frac{4t\,\eta^2}{\pi L}\qquad(L=4m+2).$$

*The other rings.* For $L=4m$ the host has two zero levels per spin. One combination has a node at site 0 and stays at zero; the other moves with the sign of $\lambda$. No other level can reach zero: if $\phi$ is the host zero state with $\phi_0\neq0$, projecting $H\psi=0$ on it gives $\lambda\phi_0\psi_0=0$, hence $\psi_0=0$ for $\lambda\neq0$. Then $\psi$ is also a zero-energy state of the host, and the only such state that vanishes at site 0 is the combination already counted. For $\Delta<0$ the moving level drops below zero and is filled. For $\Delta>0$ it rises and empties, and the level left at zero is filled at no cost. Fixed number and $\mu=0$ thus still give the same energy.

Now $x^L=+e^{-\kappa L}$ and $F=\coth(\kappa L/2)$, so $\delta E\simeq-(4t/\pi L)J$ with

$$J(a)=\int_0^\infty\ln\frac{1+a^2\coth^2u}{1+a^2}\,du .$$

The same differentiation, with $q=\coth u$ running from infinity to 1, gives

$$J'(a)=\frac{2a}{1+a^2}\int_1^\infty\frac{dq}{1+a^2q^2}=\frac{2(\pi/2-\arctan a)}{1+a^2}.$$

With $J(0)=0$ this integrates to $J=\pi\eta-\eta^2$, and

$$\delta E\simeq-\frac{4t}{\pi L}(\pi\eta-\eta^2)\qquad(L=4m).$$

For small $\Delta$ this error is $-2|\Delta|/L$, linear in the shift, because the impurity splits a degenerate level at the Fermi energy. In rings with $L=4m+2$ it is quadratic.

## (f) Comparison with diagonalisation

**Use the ring energies below to test the closed form and the size errors.**

The second column is the difference between the summed occupied levels with and without the impurity. Energies are in hartree.

| $L$ | ring energy | predicted $\delta E$ | ring energy $-\,\delta E$ |
|---:|---:|---:|---:|
| 50 | −0.198946 | +0.001054 | −0.200000 |
| 52 | −0.203936 | −0.003936 | −0.200000 |
| 400 | −0.200512 | −0.000512 | −0.200000 |
| 402 | −0.199869 | +0.000131 | −0.200000 |

**Answer.** Here $\eta=\arctan0.75=0.6435$. For $L=402$,

$$\delta E=\frac{4(0.1)(0.6435)^2}{402\,\pi}=1.31\times10^{-4}\ \text{hartree}.$$

The raw energies approach the limit from above for $L=4m+2$ and from below for $L=4m$. At $L=52$ the error is 2.0% of $E_{\rm sub}$; at $L=50$ it is 0.5%. Increasing the ring by two sites can therefore worsen the result. After subtraction of the predicted error, all four rings give $-0.200000$ hartree.

The occupation provides a separate comparison. Differentiating the size error for $L=4m+2$ with respect to $\Delta$, with $\eta$ now carrying the sign of $\Delta$, gives

$$\delta N=\frac{16t^2\eta}{\pi L(\Delta^2+4t^2)}=-0.0013$$

for $L=402$. The eigenvectors give $N=1.5987$, which agrees with $1.6000-0.0013$. For $L=202$, integrating the eigenvector occupation over $\lambda$ and subtracting total energies both give $-0.199739$ hartree, as (a) requires for a finite ring. Further values are in the numerical output.

## (g) What the number means

**Can $-5.44$ eV be quoted as the formation energy of the impurity?**

**Answer.** No. It is the band-energy term for a prescribed $\Delta$. A formation energy also needs the energies of the atom removed and the atom inserted, each relative to its reservoir, together with the changes in core repulsion and electron interaction and the relaxation of the lattice.

The prescribed shift is itself an approximation. The impurity site gains 0.6 electron, and on-site repulsion treated in mean field would raise its level and reduce that gain. A self-consistent calculation must then find the shift and the charge together, and must correct the sum of levels for double counting of the interaction.

The closed form also relies on $G_0(iy)=1/(is)$, which holds for a uniform chain with $\mu$ at the band centre. Another filling, altered hoppings next to the impurity, or alternating bonds that open a gap at $\mu$ would change $N(\lambda)$. The relation $E_{\rm sub}=\int_0^\Delta N\,d\lambda$ survives these changes of the one-electron model if the hoppings stay fixed along the whole path and the energy is counted from a fixed Fermi level. If the hoppings also change, their contribution to $dE/d\lambda$ must be included.

## Computed results

```
hopping t = 0.100 hartree
shift D = -0.150 hartree
sqrt(D^2+4t^2) = 0.2500 hartree
phase eta = -0.643501 rad
shift (hartree), N formula, N ring L=402 (electrons)
     0.000  1.000000  1.000000
    -0.050  1.242536  1.241805
    -0.100  1.447214  1.446039
    -0.150  1.600000  1.598696
predicted size error of last N = -0.001304 electrons
E_sub closed form = -0.200000 hartree
E_sub closed form = -5.4423 eV
integral of real-axis N = -0.20000000 hartree
integral of ring N, L=202 = -0.19973899 hartree
ring energy change, L=202 = -0.19973899 hartree
L, ring E_sub, predicted error, corrected (hartree)
    50 -0.19894575 +0.00105448 -0.20000023
    52 -0.20393600 -0.00393608 -0.19999992
   102 -0.19948312 +0.00051690 -0.20000003
   202 -0.19973899 +0.00026101 -0.20000000
   400 -0.20051169 -0.00051169 -0.20000000
   402 -0.19986885 +0.00013115 -0.20000000
   802 -0.19993426 +0.00006574 -0.20000000
estimate, initial N = -0.150000 hartree
estimate, final N = -0.240000 hartree
estimate, average N = -0.195000 hartree
estimate, second order = -0.206250 hartree
pair sum, L=402 = -2.492082 1/hartree
infinite-chain value -1/(4t) = -2.500000 1/hartree
bound level = -0.250000 hartree
band bottom = -0.200000 hartree
bound-level site weight = 0.600000 per spin
occupied-band site weight = 0.200000 per spin
E_sub for shift +0.15 type (-D) = 0.100000 hartree
site removal, L=402 = 0.20078149 hartree
its predicted size error = 0.00078149 hartree
site removal, infinite chain = 0.200000 hartree
```
